\section*{The Fukui function and orbital relaxation in Kohn-Sham theory, part 2}

The Fukui function $f=(\partial n/\partial N)_v$ is the change of the ground-state density $n$ with electron number $N$ at fixed external potential $v$. We use Hartree atomic units and spin-unpolarized Kohn-Sham theory, with real orbitals $\phi_i$, levels $\varepsilon_i$, occupations $0\le o_i\le2$ and potential $v_s=v+v_{\rm Hxc}[n]$. $H$ marks the $d$-fold frontier level, $n_H=d^{-1}\sum_m\phi_{Hm}^2$ and $\Delta=f-n_H$. The kernel $K=\delta v_{\rm Hxc}/\delta n=1/|\mathbf r-\mathbf r'|+f_{\rm xc}$ is symmetric. So are the responses $\chi_s$ (Kohn-Sham, fixed occupations) and $\chi$ (interacting, fixed $N$), which annihilate constants and give neutral densities. $\langle a|B|b\rangle=\int a\,(Bb)\,d^3r$.

Assumptions: (A1) $E_{\rm Hxc}[n]$ is twice differentiable, also when $\int n$ changes. (A2) No level crosses the frontier level; lower levels are full, higher ones empty, and a symmetry-degenerate frontier level is evenly filled. (A3) The solution is an energy minimum at fixed occupations, with positive definite second variation apart from rotations among equally occupied orbitals.

Earlier equations:
\begin{gather}
f(\mathbf r)\overset{?}{=}n_H(\mathbf r),\label{claim}\\
\frac12\int_{-1}^{1}\frac{dx}{\sqrt{r^2+r'^2-2rr'x}}=\frac{(r+r')-|r-r'|}{2rr'}=\frac1{r_>},\label{rgt}\\
\frac{4D(h/2)-D(h)}{3}=f+O(h^4),\label{rich}\\
f=n_H+\chi_sKf=n_H+\chi Kn_H,\qquad\chi=(1-\chi_sK)^{-1}\chi_s,\label{main}\\
f=\frac1d\sum_m\phi_{Hm}^2+\sum_io_i\,2\phi_i\,\partial_N\phi_i=n_H+\sum_i2o_i\,\phi_i\,\partial_N\phi_i,\label{split}\\
\delta\varepsilon_i=\int\phi_i^2\,\delta v_s\,d^3r,\label{deps}\\
\delta\phi_i=\sum_{a\ne i}\phi_a\,\frac{w_{ai}}{\varepsilon_i-\varepsilon_a},\label{dphi}\\
\chi_s(\mathbf r,\mathbf r')=2\sum_{\{i,a\}}\frac{o_i-o_a}{\varepsilon_i-\varepsilon_a}\,\phi_i(\mathbf r)\phi_a(\mathbf r)\,\phi_i(\mathbf r')\phi_a(\mathbf r'),\label{chis}\\
\langle w|\chi_s|w\rangle=2\sum_{\{i,a\}}\frac{o_i-o_a}{\varepsilon_i-\varepsilon_a}\,w_{ai}^2\le0,\label{neg}\\
\partial_Nv_s(\mathbf r)=\int\frac{\delta v_{\rm Hxc}(\mathbf r)}{\delta n(\mathbf r')}\,\partial_Nn(\mathbf r')\,d^3r'=(Kf)(\mathbf r),\label{chain}\\
f=n_H+\chi_sKf,\qquad\text{that is}\qquad(1-\chi_sK)f=n_H,\label{first}\\
\Delta=(1-\chi_sK)^{-1}\chi_s\,(Kn_H)=\chi Kn_H,\label{second}\\
\chi=-AM^{-1}A,\label{chiA}\\
E''(0)=\langle g|\chi|g\rangle\le0\quad\text{for every }g.\label{chineg}
\end{gather}
Here $w_{ai}=\int\phi_a\,w\,\phi_i\,d^3r$, with $w=\delta v_s$ in (\ref{dphi}); $\chi_s=-A^2$; $M=1+AKA$ is positive; $E(\lambda)$ is the energy for $v+\lambda g$; $D(h)=(n_{+h}-n_{-h})/2h$; $r_>$ is the larger of $r,r'$. The Dyson equation is $(1-\chi_sK)\,\delta n=\chi_s\,\delta v$.

The example is selenium: $Z=34$, $[\mathrm{Ar}]\,3d^{10}4s^24p^{4+\delta}$, $N=34+\delta$, nonrelativistic LDA, point nucleus, evenly filled $4p$, B-spline basis. Orbitals are $u_{nl}/r$ times real harmonics, $\int u_{nl}^2\,dr=1$, with $q_{nl}$ electrons per shell and $u_{nl}\propto r^{l+1}$ near $r=0$. $n_H=u_{4p}^2/4\pi r^2$ vanishes at $r=0$, $0.2106$ and $0.7447$ bohr. Differences with $h=0.02$ gave
\begin{align}
f(0)&=-2.033\ \text{bohr}^{-3}=-13.7\ \text{\AA}^{-3},\nonumber\\
f(0.2106)&=-8.3\times10^{-3}\ \text{bohr}^{-3},\label{fd}\\
f(0.7447)&=-4.0\times10^{-4}\ \text{bohr}^{-3}.\nonumber
\end{align}
Also $\int|f-n_H|\,d^3r=0.719$, so $0.36$ electron is displaced, and $n(0;\mathrm{Se})-n(0;\mathrm{Se}^+)=-2.521$ bohr$^{-3}$.

It remains to prove four properties of $\Delta$: (i) neutrality; (ii) it vanishes identically only if $Kn_H$ is constant, provided no nonzero combination of equally occupied orbitals vanishes on a finite volume; (iii) $\int\Delta\,(Kn_H)\,d^3r\le0$; (iv) at a zero of $n_H$, $f$ equals the relaxation of the non-frontier orbitals, and $f<0$ nearby if that is negative.

(i) $\Delta=\chi_s(Kf)$ is a response of $\chi_s$ and so is neutral. Unless it vanishes identically it takes both signs.

(ii) If $f=n_H$, (\ref{first}) gives $\chi_sw=0$ for $w=Kn_H$. Then every term of (\ref{neg}) vanishes, so $w_{ai}=0$ for all pairs with $o_a\neq o_i$. Let $S$ be the span of the occupied orbitals that share one value of the occupation; it has finite dimension. By completeness $w\phi_i$ lies in $S$ for every $\phi_i$ in $S$, so multiplication by $w$ is a symmetric operator on a finite-dimensional space and has an eigenvector $\psi$, with $(w(\mathbf r)-c)\,\psi(\mathbf r)=0$. Provided that no nonzero combination of these orbitals vanishes on a region of finite volume, $w=c$ almost everywhere. Conversely, constant $Kn_H$ gives $\Delta=0$ by (\ref{second}). Non-interacting electrons ($K=0$) satisfy the condition, and so does a model whose interaction energy depends on $N$ alone ($K$ constant).

(iii) From (\ref{second}) and (\ref{chineg}) with $g=Kn_H$,
\begin{equation}
\int\Delta\,(Kn_H)\,d^3r=\langle Kn_H|\chi|Kn_H\rangle\le0 .
\label{sign}
\end{equation}
By (i) any constant may be subtracted from $Kn_H$ under the integral. The inequality then says that $\Delta$ is on balance negative where $Kn_H$ is high and positive where it is low. It constrains a weighted integral and does not fix the sign of $\Delta$ at a given point.

(iv) The function $n_H$ is a sum of squares, so at one of its zeros every $\phi_{Hm}$ vanishes. The frontier terms $2o_H\phi_{Hm}\partial_N\phi_{Hm}$ in (\ref{split}) vanish with them, which leaves
\begin{equation}
f(\mathbf r_0)=\sum_{i\notin H}2o_i\,\phi_i(\mathbf r_0)\,\partial_N\phi_i(\mathbf r_0).
\label{node}
\end{equation}
If this is negative, continuity of $f$ extends the sign to a neighbourhood. This completes the proof.

A weak interaction need not remove the effect. If the kernel in (\ref{first}) is scaled to $\lambda K$ with $\chi_s$ and $n_H$ kept, $f=n_H+\lambda\chi_sKn_H+O(\lambda^2)$. At a zero of $n_H$ the leading term is $\lambda\chi_sKn_H$, and where this is negative $f$ is negative for every small $\lambda>0$, in a region that shrinks as $\lambda\to0$. The sign at small $\lambda$ need not be the sign at $\lambda=1$: for selenium with $\lambda=0.3$, $0.1$, $0.03$ and $0.01$, $f$ stays negative at the nucleus and around the inner node of $u_{4p}$, but not around the outer node. A system whose only occupied orbital is a nodeless frontier orbital has no such zero. There $f=\phi^2\,(1+2o\,\partial_N\phi/\phi)$, and $f<0$ needs the finite relative change $\partial_N\phi/\phi<-1/(2o)$.

\section{The frontier eigenvalue}

Two derivatives of the frontier eigenvalue depend on the same relaxation. Average (\ref{deps}) over the frontier shell, $\delta\varepsilon_H=\int n_H\,\delta v_s$. For a change of $v$ at fixed $N$, $\delta v_s=\delta v+K\chi\,\delta v$, and the symmetry of $K$ and $\chi$ lets both act to the left:
\begin{equation}
\delta\varepsilon_H=\int n_H\,\delta v+\langle n_H|K\chi|\delta v\rangle
=\int\big(n_H+\chi Kn_H\big)\,\delta v=\int f\,\delta v\,d^3r .
\label{maxwell}
\end{equation}
Thus $f=\delta\varepsilon_H/\delta v$ at fixed $N$, whereas $n_H=\delta\varepsilon_H/\delta v_s$. The frontier density and the Fukui function are derivatives of the same eigenvalue with respect to two different potentials, the screened one and the bare one. The result is also the equality of mixed second derivatives of the energy. We have $\delta E/\delta v=n$, and $\partial E/\partial N=\varepsilon_H$ by Janak's theorem: the energy is stationary under norm-conserving orbital changes, so $\partial E/\partial o_i$ is the explicit derivative $\int\phi_i(-\tfrac12\nabla^2)\phi_i+\int v_s\phi_i^2=\varepsilon_i$. For an atom, $\delta v=-\delta Z/r$ gives
\begin{equation}
\frac{\partial\varepsilon_H}{\partial Z}=-\int\frac{f}{r}\,d^3r .
\label{dZ}
\end{equation}

For a change of $N$ at fixed $v$, (\ref{chain}) and (\ref{second}) give
\begin{equation}
\eta\equiv\frac{\partial\varepsilon_H}{\partial N}=\langle n_H|K|f\rangle
=\langle n_H|K|n_H\rangle+\langle Kn_H|\chi|Kn_H\rangle\le\langle n_H|K|n_H\rangle .
\label{eta}
\end{equation}
The frozen-orbital expression is an upper bound on the curvature $\partial^2E/\partial N^2$ of the functional in use.

\section{Selenium through the response equation}

\subsection{Radial form}

A spherical $\delta v_s$ connects only orbitals with the same angular factor, and the matrix element reduces to $\int u_{n'l}\,\delta v_s\,u_{nl}\,dr$. In LDA, $f_{\rm xc}(\mathbf r,\mathbf r')=k(r)\,\delta(\mathbf r-\mathbf r')$ with $k=dv_{\rm xc}/dn$. The exchange part, from $v_{\rm x}=-(3n/\pi)^{1/3}$, is $-\tfrac13(3/\pi)^{1/3}n^{-2/3}$ and is negative. With $F=4\pi r^2f$, equations (\ref{split}), (\ref{dphi}) and (\ref{chain}) become
\begin{align}
F(r)&=u_{4p}^2+\sum_{nl}2q_{nl}\,u_{nl}\,\partial_Nu_{nl},\nonumber\\
\partial_Nu_{nl}&=\sum_{n'\ne n}u_{n'l}\,\frac{\int u_{n'l}\,(Kf)\,u_{nl}\,dr'}{\varepsilon_{nl}-\varepsilon_{n'l}},\label{radial}\\
(Kf)(r)&=\int_0^\infty\frac{F(r')}{r_>}\,dr'+k(r)\,\frac{F(r)}{4\pi r^2}.\nonumber
\end{align}
The sum over $n'$ was taken over all eigenstates of the B-spline Hamiltonian, and (\ref{radial}) was solved as one linear system for $F$ on the quadrature points, using only the solution at $\delta=0$. The numbers of this section come from that solution unless stated otherwise.

\subsection{The nucleus}

For $r\to0$, $u_{ns}/r\to u'_{ns}(0)$ and the other shells drop out, so (\ref{node}) reads $f(0)=\sum_n 2q_{ns}\,u'_{ns}(0)\,\partial_Nu'_{ns}(0)/4\pi$ with $q_{ns}=2$. The terms for $1s$ to $4s$ are
\begin{equation}
f(0)=-0.0089-0.0316-0.0317-1.9607=-2.0329\ \text{bohr}^{-3},
\end{equation}
the value found in (\ref{fd}). The $4s$ shell supplies $1.9607/2.0329=96\%$ of it, although the $1s$ shell dominates the density there. The single terms include the mixing of occupied $s$ orbitals with each other, which cancels in the sum, so the split refers to the canonical orbitals.

With the Hartree kernel alone, which describes self-consistency with $v_{\rm xc}$ held at its $\delta=0$ form, $f(0)=-1.826$ bohr$^{-3}$. This is $1.826/2.033=90\%$ of the full value, so the electrostatic part of the kernel suffices for the negative sign. The attractive exchange-correlation kernel makes $f(0)$ more negative, by $0.207$ bohr$^{-3}$. That direction is a computed result for this atom; (\ref{sign}) does not imply it.

\subsection{The radial profile}

Densities are in bohr$^{-3}$, potentials in Ha per electron and $r$ in bohr.

\begin{center}
\begin{tabular}{cccccc}
$r$ & $n_H$ & $\Delta$ & $f$ & $Kn_H$ & $Kf$\\
0.01 & $7.23\times10^{-2}$ & $-1.049$ & $-0.977$ & 0.574 & 0.351\\
0.05 & $0.458$ & $-0.338$ & $0.120$ & 0.572 & 0.351\\
0.10 & $0.295$ & $-0.247$ & $4.79\times10^{-2}$ & 0.564 & 0.350\\
0.30 & $3.67\times10^{-2}$ & $-3.68\times10^{-2}$ & $-1.8\times10^{-4}$ & 0.545 & 0.349\\
0.50 & $2.71\times10^{-2}$ & $-2.58\times10^{-2}$ & $1.2\times10^{-3}$ & 0.530 & 0.348\\
1.00 & $8.80\times10^{-3}$ & $-8.61\times10^{-3}$ & $1.9\times10^{-4}$ & 0.499 & 0.348\\
1.50 & $1.58\times10^{-2}$ & $-1.16\times10^{-2}$ & $4.26\times10^{-3}$ & 0.453 & 0.340\\
2.00 & $9.70\times10^{-3}$ & $-4.16\times10^{-3}$ & $5.54\times10^{-3}$ & 0.401 & 0.323\\
3.00 & $2.06\times10^{-3}$ & $1.02\times10^{-3}$ & $3.08\times10^{-3}$ & 0.305 & 0.267\\
5.00 & $6.85\times10^{-5}$ & $2.36\times10^{-4}$ & $3.05\times10^{-4}$ & 0.193 & 0.169
\end{tabular}
\end{center}

At the tabulated radii $Kn_H$ falls outward, and $\Delta$ is negative up to 2 bohr and positive from 3 bohr on, in line with (\ref{sign}). The mean radius moves from $\int rn_H\,d^3r=2.30$ bohr to $\int rf\,d^3r=3.29$ bohr.

A scan of $f(r)$ for sign changes, refined by bracketed root finding, gives three intervals with $f<0$. The charge in each was obtained by Gauss-Legendre integration of $4\pi r^2f$:
\begin{align*}
0\le r<0.035&:\quad-4.1\times10^{-5},\\
0.137<r<0.304&:\quad-4.9\times10^{-4},\\
0.664<r<0.972&:\quad-8.9\times10^{-4}.
\end{align*}
Each interval contains one zero of $n_H$, as in property (iv). The sum is $-(0.41+4.9+8.9)\times10^{-4}=-1.4\times10^{-3}$ electron. The negative regions thus hold very little charge, and the large value at the nucleus sits in a tiny volume. In terms of charge the main error of (\ref{claim}) is the outward shift of $0.36$ electron, not the sign.

The table shows a feature that the theorem does not predict: at $0.3$, $0.5$ and $1$ bohr the relaxation cancels $n_H$ almost completely. The ratios $\Delta/n_H$ are $-3.684/3.666=-1.005$, $-2.58/2.71=-0.95$ and $-8.61/8.80=-0.98$. The radii $0.3$ and $1$ bohr lie next to the sign changes of $f$ at $0.304$ and $0.972$ bohr, where the ratio is $-1$ by definition, so the value at $0.5$ bohr is the more telling one. One consequence can be derived. Differentiating the Hartree part of $Kf$, namely $r^{-1}\int_0^rF+\int_r^\infty F/r'$, the two boundary terms $\pm F(r)/r$ cancel and leave $-Q(r)/r^2$ with $Q(r)=\int_0^rF\,dr'$. A small enclosed charge $Q$ means a nearly flat Hartree potential, and $Kf$ stays between $0.351$ and $0.348$ Ha from $0.01$ to 1 bohr, while $Kn_H$ drops from $0.574$ to $0.499$ Ha.

The cause of the cancellation is not derived here; it is a computed result for this atom. It is less complete at $0.05$ and $0.10$ bohr, where $f/n_H$ is $0.120/0.458=0.26$ and $0.0479/0.295=0.16$. The ratio is not monotonic in $r$, since it passes through zero at $0.035$ and at $0.137$ bohr.

The outer tail can be treated to leading order. At large $r$, $u_{4p}\sim e^{-\kappa r}$ with $\kappa=\sqrt{-2\varepsilon_{4p}}$, up to factors that vary more slowly. From $\kappa^2=-2\varepsilon_{4p}$ follows $\kappa\,\partial_N\kappa=-\eta$, so $\partial_Nu_{4p}/u_{4p}\simeq-r\,\partial_N\kappa=\eta r/\kappa$. The deeper shells decay faster, and
\begin{equation}
\frac{f}{n_H}\simeq 2q_{4p}\,\frac{\eta}{\kappa}\,r\qquad(r\to\infty).
\end{equation}
For a functional with $\eta>0$, such as LDA here, $f$ does not approach $n_H$ even far outside the atom. The tabulated ratios are $3.08/2.06=1.5$ at 3 bohr and $30.5/6.85=4.5$ at 5 bohr. They grow, but these radii are too small for the leading term alone to describe them, since $Kf$ is not yet negligible against $\eta$.

\subsection{One pass is not enough}

Iterating (\ref{first}) gives $f=\sum_k(\chi_sK)^kn_H$, which converges if all eigenvalues of $\chi_sK$ are smaller than one in magnitude. Diagonalization of the discretized operator gives a largest magnitude of $1.30$. The discretized $\chi$ for spherical perturbations has no positive eigenvalue beyond rounding error, so $M$ is positive and the eigenvalues of $\chi_sK$ lie below $+1$; this eigenvalue is therefore $-1.30$. A component of $n_H$ along its eigenvector is multiplied by $1/(1+1.30)=0.43$ in the solution of (\ref{first}), but by $\sum_k(-1.30)^k$ in the series, which diverges. Stopping after the first correction, $f\approx n_H+\chi_sKn_H$, gives $f(0)=-6.16$ bohr$^{-3}$, a factor $6.16/2.033=3.0$ too large. Its integrated absolute error relative to the self-consistent $f$ is $0.53$ electron, against $0.72$ for no correction at all.

\subsection{Eigenvalue derivatives}

In (\ref{eta}) the two terms are
\begin{equation}
\eta=0.3774-0.0765=0.3009\ \text{Ha}=8.19\ \text{eV},
\end{equation}
and the difference formula (\ref{rich}) applied to $\varepsilon_{4p}(N)$ gives $0.3009$ Ha. The frozen value, $0.3774$ Ha or $10.27$ eV, exceeds $\eta$ by $0.0765/0.3009=25\%$ of $\eta$. In (\ref{dZ}), $-\int f/r=-0.3498$ Ha, and the same difference formula applied to self-consistent solutions at $Z\pm h$ and $Z\pm h/2$ gives $\partial\varepsilon_{4p}/\partial Z=-0.3498$ Ha. The frontier density gives $-\int n_H/r=-0.5743$ Ha, too large in magnitude by $(0.5743-0.3498)/0.3498=64\%$ of the true derivative. Up to the sign, these two integrals are also the Hartree potentials of $f$ and $n_H$ at the nucleus, by (\ref{rgt}) with $r_>=r'$, and they lie close to the first row of the last two table columns.

\section{Which kernel, and what happens at integer $N$}

Assumption (A1) asks for more than ground-state theory at fixed $N$ supplies. Let $g$ be any function and $N_0$ the electron number considered, and define
\begin{equation}
\tilde E_{\rm Hxc}[n]=E_{\rm Hxc}[n]+\Big(\int n-N_0\Big)\int g\,n .
\end{equation}
The two functionals agree on all densities with $N_0$ electrons. The first derivative of the added term is $\int gn+(\int n-N_0)\,g(\mathbf r)$, a constant at $N_0$, so the orbitals and $\chi_s$ are unchanged. The second derivative changes the kernel to
\begin{equation}
\tilde K(\mathbf r,\mathbf r')=K(\mathbf r,\mathbf r')+g(\mathbf r)+g(\mathbf r'),\qquad
\tilde Ka=Ka+g\int a+\int ga .
\end{equation}
The last term is a constant, which $\chi_s$ and $\chi$ annihilate. In the Dyson equation the kernel acts on $\delta n$, which is neutral, so $g\int\delta n=0$, $\chi_s\tilde K\delta n=\chi_sK\delta n$, and $\tilde\chi=\chi$. In (\ref{second}) it acts on $n_H$, which has $\int n_H=1$:
\begin{equation}
\tilde f=n_H+\chi\tilde Kn_H=f+\chi g .
\label{gauge}
\end{equation}
A kernel known only from $\chi_s^{-1}-\chi^{-1}$ at fixed $N$ therefore does not determine the Fukui function. Since $g$ is arbitrary and the shift is linear in it, the shift can have any size; for selenium and the example $g=1/(1+r)$ Ha, with $r$ in bohr, $\int|\chi g|\,d^3r=0.71$ electron. For LDA, and for any functional given as an explicit smooth expression in $n$, the formula fixes the extension to other $N$ and with it the kernel.

For the exact functional the extension is the zero-temperature ensemble. A state with mean number $N$ mixes ground states of integer number $k$ with weights $p_k\ge0$, $\sum p_k=1$, $\sum kp_k=N$, and has energy $\sum p_kE_k$. The points $(N,\sum p_kE_k)$ fill the convex hull of the points $(k,E_k)$. If $E_k$ is strictly convex in $k$, which is an assumption about the system, the lower edge of the hull between $J-1$ and $J$ is the chord joining these two points. For $N=J-1+\omega$ the ground ensemble then has $p_J=\omega$, $p_{J-1}=1-\omega$, and
\begin{equation}
n=(1-\omega)\,n_{J-1}+\omega\,n_J,\qquad f=n_J-n_{J-1}\quad(0<\omega<1).
\end{equation}
The exact $f$ is constant between integers and can jump at them: $f^-=n_J-n_{J-1}$ below $N=J$ and $f^+=n_{J+1}-n_J$ above. Convexity of $E_k$ alone does not force these two functions to differ: in a model with a constant repulsion $U>0$ between two electrons that share one spatial orbital $\phi$ of energy $\varepsilon$, the energies $0$, $\varepsilon$, $2\varepsilon+U$ are strictly convex and $f^-=f^+=\phi^2$ at $J=1$. That example rests on an interaction that does not depend on position. Where they do differ, the two-sided derivative does not exist, and (A1) to (A3) cannot all hold across the integer. Equation (\ref{main}) applies on each side separately, as far as the ensemble densities come from a Kohn-Sham system obeying (A1) to (A3), with the kernel and frontier orbital taken as one-sided limits. Nothing in $n_J-n_{J-1}$ requires it to be positive, but the LDA numbers above do not prove a sign for the exact atom.

A smooth approximate functional need not have this linearity, and LDA for selenium does not. Only the fundamental theorem of calculus remains,
\begin{equation}
n_J-n_{J-1}=\int_{J-1}^{J}f(\mathbf r;N)\,dN .
\end{equation}
For selenium, solving (\ref{radial}) at four Gauss-Legendre values of $N$ between 33 and 34 gives $\int f(0;N)\,dN=-2.521$ bohr$^{-3}$, the whole-electron difference of the counter-example. It departs from the endpoint derivative $-2.033$ by $0.488/2.033=24\%$ of the latter, so in LDA the derivative and the finite difference are different quantities, both negative at this nucleus.

Assumptions (A2) and (A3) enter in different ways. Equations (\ref{first}) and (\ref{second}) use only a solution that varies smoothly with $N$ and an invertible $M$, so they also hold at a stationary solution that is not a minimum; what is then no longer guaranteed is the sign of $\chi$, and with it property (iii) and the bound in (\ref{eta}). A failure of (A2) affects the equation itself. If two levels not related by symmetry share the frontier energy, charge moves between them as $N$ or $v$ changes, $\partial_No_i$ becomes an unknown, and (\ref{chis}) misses the response carried by the occupations. In a spin-polarized calculation $n_H$, $f$, $\chi_s$ and $K$ carry spin indices and the same steps apply with $\chi_s$ diagonal in spin and $K$ coupling the two spin channels, with different numbers. As an eigenvalue of $\chi_sK$ approaches $+1$, the solution nears an instability, $M^{-1}$ in (\ref{chiA}) grows without bound, and so does the relaxation term whenever $Kn_H$ couples to the soft mode.
